# Ewald and Model Periodic Coulomb Energies of the Exchange-Correlation Hole: verification in Python

```python
"""Ewald versus model periodic Coulomb (MPC) energy of the xc hole.

Result under test (atomic units, energies per electron):
  Ewald hole energy - infinite-system hole energy = pi*M2/(3V),
which equals -omega_p/(4N) for a localized hole of the electron gas,
while the minimum-image interaction used by MPC has no such term.
  V, L      cell volume and side of the cubic cell
  M2        second moment of the hole (the hole integrates to -1)
  v_E, xi   zero-average Ewald potential; its image part at the charge
  S(k)      structure factor; omega_p plasma frequency; kF Fermi wavevector
The free-fermion exchange hole, with infinite M2, is the counterexample.
"""
import numpy as np
from scipy.special import erfc
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def gauss01(count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (x + 1), 0.5 * w


def integer_vectors(limit):
    m = np.arange(-limit, limit + 1)
    vectors = np.array(np.meshgrid(m, m, m, indexing="ij")).reshape(3, -1).T
    return vectors[np.any(vectors != 0, axis=1)]


def ewald(points, box, alpha=2.5):
    """Return v_E at the points and the constant xi for an orthogonal box."""
    box = np.asarray(box, float)
    volume = box.prod()
    images = integer_vectors(2) * box
    waves = 2 * np.pi * integer_vectors(4) / box
    g2 = (waves**2).sum(1)
    weight = 4 * np.pi / volume * np.exp(-g2 / (4 * alpha**2)) / g2
    background = -np.pi / (alpha**2 * volume)
    r = np.linalg.norm(points, axis=1)
    v = erfc(alpha * r) / r + background + np.cos(points @ waves.T) @ weight
    for image in images:
        d = np.linalg.norm(points + image, axis=1)
        v += erfc(alpha * d) / d
    d = np.linalg.norm(images, axis=1)
    xi = ((erfc(alpha * d) / d).sum() + weight.sum() + background
          - 2 * alpha / np.sqrt(np.pi))
    return v, xi


def image_part(points, box):
    v, xi = ewald(points, box)
    return v - xi - 1 / np.linalg.norm(points, axis=1)


# ---- short-range form of the Ewald potential, cubic cell with L = 1
cube = (1.0, 1.0, 1.0)
tetra = (1.0, 1.0, 1.5)
z, wz = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * (np.arange(48) + 0.5) / 48
sphere = np.array([[np.sqrt(1 - c*c) * np.cos(p),
                    np.sqrt(1 - c*c) * np.sin(p), c] for c in z for p in phi])
sphere_weight = np.repeat(wz / 2, 48) / 48
radius = 0.25
axis_value = image_part(np.array([[radius, 0, 0]]), cube)[0]
diag_value = image_part(np.full((1, 3), radius / np.sqrt(3)), cube)[0]
average_value = sphere_weight @ image_part(radius * sphere, cube)
quadratic = 2 * np.pi * radius**2 / 3
assert abs(average_value - quadratic) < 1e-7
for box in (cube, tetra):
    avg = sphere_weight @ image_part(0.45 * sphere, box)
    assert abs(avg - 2*np.pi*0.45**2 / (3*np.prod(box))) < 1e-6
small = 0.02
curv_cube = image_part(small * np.eye(3), cube) / small**2
curv_tetra = image_part(small * np.eye(3), tetra) / small**2
assert np.allclose(curv_cube, 2 * np.pi / 3, atol=0.01)
assert abs(curv_tetra.sum() - 2 * np.pi / 1.5) < 0.01
assert abs(curv_tetra[0] - curv_tetra[2]) > 0.1

# ---- energy decompositions for a random correlated three-particle state
rng = np.random.default_rng(4)
prob = rng.random((5, 5, 5))
prob = sum(prob.transpose(p) for p in
           [(0, 1, 2), (0, 2, 1), (1, 0, 2), (1, 2, 0), (2, 0, 1), (2, 1, 0)])
prob /= prob.sum()
full, short = rng.random((2, 5, 5))
full, short = full + full.T, short + short.T
rho = 3 * prob.sum((1, 2))
hole_pairs = 6 * prob.sum(2) - np.outer(rho, rho)


def pair_expectation(u):
    table = u[:, :, None] + u[:, None, :] + u[None, :, :]
    return (prob * table).sum()


one_body = (full - short) @ rho
one_table = (one_body[:, None, None] + one_body[None, :, None]
             + one_body[None, None, :])
mpc_direct = (pair_expectation(short) + (prob * one_table).sum()
              - 0.5 * rho @ (full - short) @ rho)
hartree = 0.5 * rho @ full @ rho
assert abs(mpc_direct - hartree - 0.5 * (hole_pairs * short).sum()) < 1e-11
toy_xi = -0.7
ewald_direct = pair_expectation(full) + 3 * toy_xi / 2
assert abs(ewald_direct - hartree
           - 0.5 * (hole_pairs * (full - toy_xi)).sum()) < 1e-11

# ---- electron gas and its long-wavelength structure factor (RPA)
rs = 1.0
density = 3 / (4 * np.pi * rs**3)
kF = (3 * np.pi**2 * density)**(1 / 3)
omega_p = np.sqrt(4 * np.pi * density)
k = 0.05 * kF
theta, wt = gauss01(200)
theta, wt = theta * np.pi / 2, wt * np.pi / 2
freq = omega_p * np.tan(theta)
pz, wp = np.polynomial.legendre.leggauss(400)
pz, wp = pz * kF, wp * kF
delta = k**2 / 2 + k * pz
chi0 = -((wp * (kF**2 - pz**2) * delta)
         / (delta**2 + freq[:, None]**2)).sum(1) / (2 * np.pi**2)
chi = chi0 / (1 - 4 * np.pi / k**2 * chi0)
S_rpa = -(wt * omega_p / np.cos(theta)**2 * chi).sum() / (np.pi * density)
S_plasmon = k**2 / (2 * omega_p)
assert abs(S_rpa / S_plasmon - 1) < 0.01

# ---- Gaussian hole: direct integration over the cubic cell
# The cube is cut into 24 equal pyramids, which removes the 1/r singularity.
s, ws = gauss01(40)
s, ws = s / 2, ws / 2
a, wa = gauss01(16)
ss, aa, bb = np.meshgrid(s, a, a, indexing="ij")
nodes = np.array([ss, ss * aa, ss * bb]).reshape(3, -1).T
volume_weight = 24 * np.einsum("i,j,k->ijk", ws * s**2, wa, wa).ravel()
v_nodes, xi1 = ewald(nodes, cube)
r_nodes = np.linalg.norm(nodes, axis=1)
assert abs(volume_weight @ v_nodes) < 1e-6
sigma = 1 / np.sqrt(omega_p)
on_top = (2 * np.pi * sigma**2)**-1.5
assert on_top < density  # pair density stays positive
e_infinite = -np.sqrt(omega_p / (2 * np.pi))
u, wu = gauss01(100)
u, wu = 12 * sigma * u, 12 * sigma * wu
radial_hole = -4 * np.pi * u**2 * on_top * np.exp(-u**2 / (2 * sigma**2))
M2 = wu @ (radial_hole * u**2)
assert abs(0.5 * wu @ (radial_hole / u) - e_infinite) < 1e-10
assert abs(M2 + 3 / omega_p) < 1e-10

gaussian_rows = []
for N in (16, 54, 128, 250):
    L = (N / density)**(1 / 3)
    periodic = np.zeros_like(nodes)
    for image in range(-2, 3):
        periodic += np.exp(-(L * (nodes + image))**2 / (2 * sigma**2))
    hole = -on_top * periodic.prod(1)
    norm = L**3 * volume_weight @ hole
    e_ewald = 0.5 * L**2 * volume_weight @ (hole * (v_nodes - xi1))
    e_mpc = 0.5 * L**2 * volume_weight @ (hole / r_nodes)
    err_e, err_m = e_ewald - e_infinite, e_mpc - e_infinite
    predicted = np.pi * M2 / (3 * L**3)
    assert abs(norm + 1) < 1e-6
    assert abs(err_e - predicted) < 1e-5
    assert abs(predicted + omega_p / (4 * N)) < 1e-10
    if N >= 54:
        assert abs(err_m) < 0.01 * abs(err_e)
    gaussian_rows.append((N, L, e_ewald, e_mpc, err_e, err_m, predicted))

# ---- Fourier coefficients of the minimum-image 1/r, cell side 1
sf, wsf = gauss01(48)
sf, wsf = sf / 2, wsf / 2
af, waf = gauss01(32)
m = np.arange(11)
cos_s = np.cos(2 * np.pi * np.outer(m, sf))
cos_sa = np.cos(2 * np.pi * m[:, None, None] * sf[:, None] * af)
kernel = np.outer(waf, waf) / np.sqrt(1 + af[:, None]**2 + af**2)
T = np.einsum("ps,qsb,rsb->pqr", cos_s * (wsf * sf),
              cos_sa @ kernel, cos_sa, optimize=True)
f_hat = 8 * (T + T.transpose(1, 0, 2) + T.transpose(1, 2, 0))
hartree_ratio = {j: f_hat[j, 0, 0] * np.pi * j**2 for j in (1, 2, 8, 9)}
assert abs(hartree_ratio[8] - 2 / 3) < 0.005
assert abs(hartree_ratio[9] - 4 / 3) < 0.005


# ---- exchange hole of twist-averaged free fermions
def S_free(q):
    x = q / kF
    return np.where(x < 2, 0.75 * x - x**3 / 16, 1.0)


fermi_index = (3 * 54 / (8 * np.pi))**(1 / 3)
fine = (np.arange(-48, 48) + 0.5) / 16
px, py, pq = np.meshgrid(fine, fine, fine, indexing="ij", sparse=True)
inside = px**2 + py**2 + pq**2 < fermi_index**2
shifted_out = (px + 1)**2 + py**2 + pq**2 >= fermi_index**2
S_count = (inside & shifted_out).sum() / inside.sum()
S_formula = float(S_free(kF / fermi_index))
assert abs(S_count - S_formula) < 0.01

e_x = -3 * kF / (4 * np.pi)
vectors = integer_vectors(10)
length = np.linalg.norm(vectors, axis=1)
f_vectors = f_hat[tuple(np.abs(vectors).T)]
exchange_rows = []
for N in (54, 128, 1024):
    L = (N / density)**(1 / 3)
    assert 2 * kF * L / (2 * np.pi) < 11  # all nonzero terms are included
    deficit = S_free(2 * np.pi * length / L) - 1
    x_ewald = 0.5 / L * (xi1 + (deficit / (np.pi * length**2)).sum())
    x_mpc = 0.5 / L * (-f_hat[0, 0, 0] + (deficit * f_vectors).sum())
    leading = 3 * xi1 / (4 * kF * L**2)
    exchange_rows.append((N, x_ewald - e_x, x_mpc - e_x, leading))
first, last = exchange_rows[1], exchange_rows[2]
power_ewald = np.log(last[1] / first[1]) / np.log(last[0] / first[0])
power_mpc = np.log(last[2] / first[2]) / np.log(last[0] / first[0])
assert abs(last[1] / last[3] - 1) < 0.03
assert abs(power_ewald + 2 / 3) < 0.05
assert abs(power_mpc + 2 / 3) < 0.05
assert all(abs(row[2]) < abs(row[1]) for row in exchange_rows)

# ---- printed results
print("EWALD POTENTIAL, cube, L = 1 (potentials in 1/L)")
print(f"xi = {xi1:.6f}; radius r = {radius:.2f} L")
print(f"v_E-xi-1/r on axis       {axis_value:.6f}")
print(f"v_E-xi-1/r on diagonal   {diag_value:.6f}")
print(f"v_E-xi-1/r sphere mean   {average_value:.6f}")
print(f"2 pi r^2/(3V)            {quadratic:.6f}")
print("Tetragonal cell 1 x 1 x 1.5, (v_E-xi-1/r)/r^2 at small r:")
print(f"along x {curv_tetra[0]:.4f}, along z {curv_tetra[2]:.4f}, "
      f"mean {curv_tetra.mean():.4f}")
print("MINIMUM-IMAGE / TRUE HARTREE COEFFICIENT, m periods in cell")
for j, ratio in hartree_ratio.items():
    print(f"m = {j}: {ratio:.4f}")
print("ELECTRON GAS")
print(f"r_s = {rs:.1f} bohr, density = {density:.6f} bohr^-3")
print(f"kF = {kF:.6f} bohr^-1, omega_p = {omega_p:.6f} hartree")
print(f"S_RPA/(k^2/2 omega_p) at k = {k/kF:.2f} kF: {S_rpa/S_plasmon:.5f}")
print("GAUSSIAN HOLE")
print(f"sigma = {sigma:.6f} bohr, M2 = {M2:.6f} bohr^2")
print(f"hole depth at u=0: {on_top:.6f} bohr^-3")
print(f"infinite-system hole energy = {e_infinite:.6f} hartree/electron")
print("N, L (bohr), Ewald energy, MPC energy (hartree/electron)")
for row in gaussian_rows:
    print(f"{row[0]:4d} {row[1]:8.4f} {row[2]:11.6f} {row[3]:11.6f}")
print("N, Ewald error, pi M2/(3V), MPC error (millihartree/electron)")
for row in gaussian_rows:
    print(f"{row[0]:4d} {1000*row[4]:10.4f} {1000*row[6]:10.4f} "
          f"{1000*row[5]:10.5f}")
print(f"Ewald error at N = 54: {gaussian_rows[1][4]*HARTREE_EV:.4f} "
      "eV/electron")
print("FREE-FERMION EXCHANGE HOLE, twist averaged")
print(f"S at smallest G, N=54: count {S_count:.4f}, formula {S_formula:.4f}")
print(f"infinite-system exchange energy = {e_x:.6f} hartree/electron")
print("N, Ewald error, 3 xi/(4 kF L), MPC error (millihartree/electron)")
for row in exchange_rows:
    print(f"{row[0]:4d} {1000*row[1]:10.4f} {1000*row[3]:10.4f} "
          f"{1000*row[2]:10.4f}")
print(f"power of N, 128 to 1024: Ewald {power_ewald:.4f}, "
      f"MPC {power_mpc:.4f}")
print("no test failed")
```

Running it gives:

```
EWALD POTENTIAL, cube, L = 1 (potentials in 1/L)
xi = -2.837297; radius r = 0.25 L
v_E-xi-1/r on axis       0.143232
v_E-xi-1/r on diagonal   0.123067
v_E-xi-1/r sphere mean   0.130900
2 pi r^2/(3V)            0.130900
Tetragonal cell 1 x 1 x 1.5, (v_E-xi-1/r)/r^2 at small r:
along x 2.2529, along z -0.3141, mean 1.3972
MINIMUM-IMAGE / TRUE HARTREE COEFFICIENT, m periods in cell
m = 1: 1.2119
m = 2: 0.6750
m = 8: 0.6674
m = 9: 1.3327
ELECTRON GAS
r_s = 1.0 bohr, density = 0.238732 bohr^-3
kF = 1.919158 bohr^-1, omega_p = 1.732051 hartree
S_RPA/(k^2/2 omega_p) at k = 0.05 kF: 0.99675
GAUSSIAN HOLE
sigma = 0.759836 bohr, M2 = -1.732051 bohr^2
hole depth at u=0: 0.144734 bohr^-3
infinite-system hole energy = -0.525038 hartree/electron
N, L (bohr), Ewald energy, MPC energy (hartree/electron)
  16   4.0620   -0.552101   -0.526020
  54   6.0929   -0.533056   -0.525040
 128   8.1239   -0.528420   -0.525038
 250  10.1549   -0.526770   -0.525038
N, Ewald error, pi M2/(3V), MPC error (millihartree/electron)
  16   -27.0632   -27.0633   -0.98282
  54    -8.0188    -8.0188   -0.00291
 128    -3.3829    -3.3829   -0.00000
 250    -1.7321    -1.7321   -0.00000
Ewald error at N = 54: -0.2182 eV/electron
FREE-FERMION EXCHANGE HOLE, twist averaged
S at smallest G, N=54: count 0.3937, formula 0.3933
infinite-system exchange energy = -0.458165 hartree/electron
N, Ewald error, 3 xi/(4 kF L), MPC error (millihartree/electron)
  54   -29.7714   -29.8676   -16.1918
 128   -16.8158   -16.8005    -9.2037
1024    -4.2010    -4.2001    -2.2865
power of N, 128 to 1024: Ewald -0.6670, MPC -0.6697
no test failed
```
